# Hyperpolarizabilities in the two-state charge-transfer model and at the cyanine limit

## Problem

A donor and an acceptor are joined by a conjugated bridge. Its electronic ground state is described by two orthonormal valence-bond states: a neutral state $|N\rangle$ with zero dipole, and a charge-transfer state $|C\rangle$, in which an electron has moved from donor to acceptor, with dipole $\mu>0$ along the molecular axis. Without a field, $|C\rangle$ lies at energy $V$ relative to $|N\rangle$, and the two are coupled by $-t$ with $t>0$. The dipole matrix element $\langle N|\hat p|C\rangle$ is neglected. A static field $F$ along the axis contributes the energy $-\hat pF$, so that in the basis $(|N\rangle,|C\rangle)$

$$
H(F)=\begin{pmatrix}0&-t\\-t&V-\mu F\end{pmatrix}.
$$

A positive field thus lowers the charge-transfer state. The axial responses are defined by the Taylor series of the ground-state dipole,

$$
p(F)=p_0+\alpha F+\tfrac12\beta F^2+\tfrac16\gamma F^3+\dots
$$

The donor-acceptor mixing is measured by $f$, the weight of $|C\rangle$ in the field-free ground state. Stronger donors and acceptors lower $V$ and raise $f$. The point $V=0$, where the two structures are degenerate, is called the cyanine limit.

Let $V$ run over all real values while $t$ and $\mu$ stay fixed.

1. At which mixing is $\beta$ largest, and how large is it?
2. Show that $\beta$ vanishes at the cyanine limit and that $\gamma$ takes its most negative value there.
3. Does the answer to the first question change if the excitation energy is held fixed instead of $t$?

For numbers, take the round model parameters $t=0.040$ hartree and $\mu=6.0\,ea_0$. They are not meant to represent a particular molecule. Hartree atomic units are used throughout.

## First estimate by scaling

**The field acts as a shift of $V$.** The matrix $H(F)$ depends on $V$ and $F$ through the single combination $W=V-\mu F$. If $f(W)$ denotes the charge-transfer weight in the ground state at energy difference $W$, the dipole is

$$
p(F)=\mu f(V-\mu F),
$$

because $|N\rangle$ has no dipole and there is no cross term. Each derivative with respect to $F$ gives a factor $-\mu$ and a derivative with respect to $W$. At $F=0$, with primes for derivatives with respect to $V$,

$$
\alpha=-\mu^2f'(V),\qquad \beta=\mu^3f''(V),\qquad \gamma=-\mu^4f'''(V).
$$

It follows that

$$
\beta=-\mu\frac{d\alpha}{dV},\qquad \gamma=-\mu\frac{d\beta}{dV}.
$$

**Magnitudes.** The weight $f$ is dimensionless and falls from 1 to 0 as $V$ goes from large negative to large positive values. The coupling $t$ is the one energy available to set the width of this step. Each derivative therefore costs a factor of order $1/t$ inside the step:

$$
\alpha\sim\frac{\mu^2}{t},\qquad |\beta|\sim\frac{\mu^3}{t^2},\qquad |\gamma|\sim\frac{\mu^4}{t^3}.
$$

For the chosen parameters these are

$$
\frac{36}{0.040}=900,\qquad \frac{216}{0.0016}=1.35\times10^5,\qquad \frac{1296}{6.4\times10^{-5}}=2.0\times10^7
$$

atomic units.

**Position of the maximum.** For $V\gg t$, first-order perturbation theory puts an amplitude $t/V$ of $|C\rangle$ into the ground state, so $f\approx t^2/V^2$. Two derivatives give

$$
\beta\approx\frac{6\mu^3t^2}{V^4}\qquad(V\gg t).
$$

Thus $\beta$ is positive on the neutral side and grows as $V$ is lowered, until perturbation theory fails at $V\sim t$.

**Symmetry.** Subtracting the constant $V/2$ from the diagonal of the field-free matrix leaves the diagonal elements $-V/2$ and $+V/2$. Exchanging the two basis states is then equivalent to changing the sign of $V$, and hence

$$
f(-V)=1-f(V).
$$

Differentiating twice gives $f''(-V)=-f''(V)$. So $f''$ is odd, and $\beta$ must vanish at $V=0$. It therefore has to turn over somewhere between $V=0$ and the perturbative tail, that is, at $V$ of order $t$ and at $f$ between 0 and $1/2$.

**Sign of $\gamma$.** The polarizability measures how readily the field moves weight between the two structures. One expects this to be easiest when they are degenerate, so that $\alpha$ peaks at $V=0$. A field of either sign then removes the degeneracy and reduces the further response, which means $\gamma<0$.

The estimate leaves open the exact mixing, the numerical factors, and whether the negative $\gamma$ at $V=0$ is the lowest value overall.

## Exact solution

### Ground state

Write $S=\sqrt{W^2+4t^2}$. The eigenvalue condition is

$$
E(E-W)-t^2=0,\qquad\text{so}\qquad E=\tfrac12(W\mp S).
$$

The lower root, $E=(W-S)/2$, belongs to the ground state, and the gap to the excited state is $S$. The first row of the eigenvalue equation reads $-t\,c_C=E\,c_N$, so $c_N^2=t^2c_C^2/E^2$. With $c_N^2+c_C^2=1$,

$$
f=c_C^2=\frac{E^2}{E^2+t^2}.
$$

Insert $E^2=(S-W)^2/4$ and $t^2=(S^2-W^2)/4=(S-W)(S+W)/4$. The denominator is

$$
E^2+t^2=\frac{(S-W)\left[(S-W)+(S+W)\right]}{4}=\frac{(S-W)S}{2},
$$

and therefore

$$
f=\frac{S-W}{2S}=\frac12\left(1-\frac WS\right).
$$

This tends to 0 for $W\gg t$ and to 1 for $-W\gg t$, as it should.

### Responses as functions of $V$

Set $F=0$, so that $W=V$ and $S=\sqrt{V^2+4t^2}$, with $dS/dV=V/S$. The first derivative is

$$
f'=-\frac12\left(\frac1S-\frac{V^2}{S^3}\right)=-\frac{S^2-V^2}{2S^3}=-\frac{2t^2}{S^3}.
$$

The second is

$$
f''=\frac{6t^2}{S^4}\,\frac VS=\frac{6t^2V}{S^5}.
$$

The third is

$$
f'''=6t^2\left(\frac1{S^5}-\frac{5V^2}{S^7}\right)=\frac{6t^2(S^2-5V^2)}{S^7}=\frac{24t^2(t^2-V^2)}{S^7},
$$

where $S^2-5V^2=4t^2-4V^2$ was used. With the prefactors found above,

$$
\alpha=\frac{2\mu^2t^2}{S^3},\qquad
\beta=\frac{6\mu^3t^2V}{S^5},\qquad
\gamma=\frac{24\mu^4t^2(V^2-t^2)}{S^7}.
$$

For $V\gg t$, $S\to V$ and $\beta$ goes over into the perturbative tail. The polarizability is largest where $S$ is smallest, at $V=0$, which confirms the expectation used for the sign of $\gamma$.

### Responses as functions of the mixing

Define $m=1-2f=V/S$, which runs from $1$ (purely neutral) through $0$ (cyanine limit) to $-1$ (purely charge-transfer). Since $dm/dV=-2f'=4t^2/S^3>0$, each $V$ corresponds to one $m$, and extrema may be sought in either variable. From $1-m^2=4t^2/S^2$,

$$
S=\frac{2t}{\sqrt{1-m^2}}.
$$

Putting $V=mS$ into $\beta$ gives

$$
\beta=\frac{6\mu^3t^2m}{S^4}=6\mu^3t^2m\,\frac{(1-m^2)^2}{16t^4}
=\frac{3\mu^3}{8t^2}\,m(1-m^2)^2 .
$$

For $\gamma$, first write

$$
V^2-t^2=S^2\left(m^2-\frac{1-m^2}{4}\right)=\frac{S^2(5m^2-1)}{4},
$$

and then

$$
\gamma=\frac{6\mu^4t^2(5m^2-1)}{S^5}=\frac{3\mu^4}{16t^3}(5m^2-1)(1-m^2)^{5/2},
$$

because $S^5=32t^5(1-m^2)^{-5/2}$.

### The maximum of $\beta$

Differentiate the $m$-dependent factor:

$$
\frac{d}{dm}\,m(1-m^2)^2=(1-m^2)^2-4m^2(1-m^2)=(1-m^2)(1-5m^2).
$$

Inside $-1<m<1$ this vanishes at $m=\pm1/\sqrt5$. Since $\beta\to0$ at both ends and has the sign of $m$, the point $m=+1/\sqrt5$ is the global maximum and $m=-1/\sqrt5$ the global minimum. The mixing at the maximum is

$$
f=\frac12\left(1-\frac1{\sqrt5}\right)\approx0.276 .
$$

There $S=2t/\sqrt{4/5}=\sqrt5\,t$, and so $V=mS=t$. The height is

$$
\beta_{\max}=\frac{3\mu^3}{8t^2}\,\frac1{\sqrt5}\left(\frac45\right)^2=\frac{6\mu^3}{25\sqrt5\,t^2}.
$$

The minimum, at $V=-t$ and $f\approx0.724$, has the same magnitude and the opposite sign. If the sign of $\beta$ is of no interest, there are thus two equally good mixings, one on each side of the cyanine limit.

### The cyanine limit

At $m=0$ the factor $m$ makes $\beta$ vanish, and

$$
\gamma(0)=-\frac{3\mu^4}{16t^3}.
$$

To show that no other mixing gives a lower value, put $u=m^2$, with $0\le u<1$, and differentiate:

$$
\frac{d}{du}(5u-1)(1-u)^{5/2}=(1-u)^{3/2}\left[5(1-u)-\tfrac52(5u-1)\right]
=\tfrac52(1-u)^{3/2}(3-7u).
$$

Starting from $-1$ at $u=0$, the function rises up to $u=3/7$. From there it decreases towards zero, and it stays positive because $5u-1>0$. Its lowest value is therefore the one at $u=0$, which proves the second claim.

The largest positive $\gamma$ occurs at $u=3/7$. From $V^2=m^2S^2=4t^2u/(1-u)$ this is $V^2=3t^2$, and relative to the magnitude at the cyanine limit its height is $\frac87\left(\frac47\right)^{5/2}\approx0.28$. Between these regions $\gamma$ crosses zero at $V=\pm t$. These are the extrema of $\beta$, as $\gamma=-\mu\,d\beta/dV$ requires.

### Meaning in terms of the two eigenstates

Take the ground state as $c_N|N\rangle+c_C|C\rangle$ and the excited state as $-c_C|N\rangle+c_N|C\rangle$. The transition dipole $M$ and the dipole change on excitation $D$ are

$$
M=\mu c_Nc_C=\mu\sqrt{f(1-f)}=\frac{\mu}{2}\sqrt{1-m^2}=\frac{\mu t}{S},
$$

$$
D=\mu c_N^2-\mu c_C^2=\mu(1-2f)=\frac{\mu V}{S}.
$$

Substituting $\mu t=MS$ and $\mu V=DS$ in the closed forms gives

$$
\beta=\frac{6M^2D}{S^2},\qquad \gamma=\frac{24M^2(D^2-M^2)}{S^3}.
$$

So $\beta$ needs both a transition dipole and a change of dipole. On the far neutral side $M$ is small, and at the cyanine limit $D$ is zero, because both eigenstates carry half a transferred charge. The maximum lies between. In $\gamma$ the positive term comes from the dipole change and the negative one from the transition dipole alone. At the cyanine limit the positive term is absent, while $M$ has its largest value $\mu/2$ and the gap its smallest value $2t$.

This form also shows what the neglected matrix element $\tau=\langle N|\hat p|C\rangle$ would do. Apart from a constant dipole, which does not affect the responses, a two-state system is fixed by $S$, $M$ and $D$: in the field-free eigenbasis its Hamiltonian has diagonal elements $0$ and $S-DF$ and off-diagonal element $-MF$. Any such triple with $M\neq0$ is reproduced by a model without cross term with $\mu'=\sqrt{D^2+4M^2}$, $t'=|M|S/\mu'$ and $V'=DS/\mu'$, for which $\sqrt{V'^2+4t'^2}=S$, $\mu't'/S=|M|$ and $\mu'V'/S=D$. So the last two formulas remain valid. At $V=0$ the eigenstates are $(|N\rangle\pm|C\rangle)/\sqrt2$, the upper sign being the ground state, with dipoles $\mu/2\pm\tau$. Then $D=-2\tau$, while for real $\tau$ the cross terms cancel in the transition dipole, leaving $M=\mu/2$, and $\beta$ no longer vanishes at $V=0$. The zero at $V=0$ is thus a result for $\tau=0$.

### Fixed excitation energy

Suppose a series of molecules is compared at the same gap $S$. Then $t$ must vary with the mixing according to $t^2=S^2(1-m^2)/4$, and

$$
\beta=\frac{6\mu^3t^2m}{S^4}=\frac{3\mu^3}{2S^2}\,m(1-m^2).
$$

The derivative of $m(1-m^2)$ is $1-3m^2$, so the maximum moves to $m=1/\sqrt3$, or $f\approx0.211$. Its height is

$$
\frac{3\mu^3}{2S^2}\,\frac1{\sqrt3}\,\frac23=\frac{\mu^3}{\sqrt3\,S^2}.
$$

The optimum lies closer to the neutral side because moving there no longer widens the gap. An optimal mixing therefore has a meaning once it is said what is held fixed.

The statements about the cyanine limit survive the change. The zero of $\beta$ stays at $m=0$, and

$$
\gamma=\frac{6\mu^4t^2(5m^2-1)}{S^5}=\frac{3\mu^4}{2S^3}(5m^2-1)(1-m^2).
$$

With $u=m^2$, the derivative of $(5u-1)(1-u)$ is $6-10u$. The product rises from $-1$ at $u=0$ to a positive maximum and then falls to zero at $u=1$, so the minimum of $\gamma$ is again at $m=0$.

## Comparison of estimate and solution

**Numbers at the maximum of $\beta$.** With $V=t=0.040$ hartree, the gap is $S=\sqrt5\times0.040=0.0894$ hartree, and

$$
\beta_{\max}=\frac{6\times216}{25\sqrt5\times0.0016}\approx1.449\times10^4\ \text{a.u.},
$$

or $4.65\times10^{-49}\ \mathrm{C^3\,m^3\,J^{-2}}$. Here $M$ and $D$ are both $2.683\,ea_0$, so the two terms of $\gamma$ cancel.

**Numbers at the cyanine limit.** The gap is $2t=0.080$ hartree, or 2.18 eV, and $M=3.0\,ea_0$. Then

$$
\gamma=-\frac{24M^4}{S^3}=-\frac{24\times81}{5.12\times10^{-4}}\approx-3.80\times10^6\ \text{a.u.},
$$

or $-2.37\times10^{-58}\ \mathrm{C^4\,m^4\,J^{-3}}$. The polarizability is $\mu^2/(4t)=225$ a.u.

The following values show the course on the neutral side. Replacing $V$ by $-V$ reverses the sign of $\beta$ and leaves $\gamma$ unchanged.

| $V/t$ | $f$ | $\beta$ / a.u. | $\gamma$ / $10^6$ a.u. |
|---|---|---|---|
| 3.00 | 0.084 | 3988 | 0.49 |
| $\sqrt3\approx1.732$ | 0.173 | 10822 | 1.07 |
| 1.00 | 0.276 | 14490 | 0.00 |
| 0.50 | 0.379 | 10876 | −2.30 |
| 0.00 | 0.500 | 0 | −3.80 |

**What the estimate got right and wrong.** The symmetry argument gave the zero of $\beta$ without approximation, and the scaling argument placed the maximum at $V\sim t$; the solution gives $V=t$. The powers of $\mu$ and $t$ are correct, but the magnitudes were too large. The exact factors multiplying $\mu^2/t$, $\mu^3/t^2$ and $\mu^4/t^3$ are

$$
\frac14,\qquad \frac{6}{25\sqrt5}\approx0.107,\qquad -\frac{3}{16}\approx-0.19
$$

for the largest $\alpha$, the largest $\beta$ and the lowest $\gamma$.

Much of this discrepancy comes from the choice of energy unit. The coupling enters $S$ as $2t$, the smallest gap, and this is the better measure of the width of the step. In terms of $\mu^2/(2t)$, $\mu^3/(2t)^2$ and $\mu^4/(2t)^3$, the same factors become

$$
\frac24=0.5,\qquad 4\times0.107\approx0.43,\qquad -\frac{8\times3}{16}=-1.5,
$$

which are all of order one. A scaling estimate based on the smallest gap would have been good to about a factor of two.

**The sign of $\gamma$ in a finite field.** At $V=0$ the dipole can be written without a series. With $W=-\mu F$ and $x=\mu F/(2t)$, the expression for $f$ gives

$$
p(F)-p_0=\frac{\mu}{2}\,\frac{x}{\sqrt{1+x^2}}
=\frac\mu2\left(x-\frac{x^3}{2}+\dots\right).
$$

For large positive fields the induced dipole saturates at $\mu/2$, where the charge has been transferred completely, and for large negative fields at $-\mu/2$, where none has been transferred. The negative cubic term is the onset of this saturation. Saturation itself is a property of the two-state model: $x=1$ requires $F=2t/\mu\approx6.9\times10^9\ \mathrm{V\,m^{-1}}$ for the chosen parameters. For $F=0.002$ a.u., $x=0.15$; this field is $1.0\times10^9\ \mathrm{V\,m^{-1}}$, already of the order of the breakdown field of insulating polymer films, and is chosen only to make the cubic term visible. The linear term gives $0.4500\,ea_0$, while the full expression gives $0.4450\,ea_0$. The cubic term is

$$
\tfrac16\gamma F^3=-\frac{3.797\times10^6\times8\times10^{-9}}{6}\approx-0.0051\,ea_0,
$$

which brings the series to $0.4449\,ea_0$. Relative to the full induced dipole, the error falls from 1.1% to about 0.02%.

**Where the description ends.** The Taylor series has a finite range. As a function of complex $F$, the square root $S$ has branch points where $(V-\mu F)^2=-4t^2$, that is, at $\mu F=V\pm2it$. Their distance from the origin is $\sqrt{V^2+4t^2}$, so the series converges for $\mu|F|$ smaller than the field-free gap. Beyond that the series diverges, while the full expression for the dipole remains valid.

The results are also purely electronic. The nuclei are held in place while the field acts, so contributions from field-induced changes of bond lengths and from vibrations are missing. Further electronic states would add terms to $\beta$ and $\gamma$, and unless they respect the exchange symmetry used above, the zero of $\beta$ need not stay at $V=0$. Finally, if $t$ or $\mu$ changes along a real series of donors and acceptors, the maximum can move, as the case of fixed gap shows for a varying $t$.

The numerical check obtains the responses from field derivatives of the dipole of the diagonalized matrix and locates the extrema by search.

## Numbers as computed

```
coupling t = 0.040 hartree
CT dipole mu = 6.0 e a0
Responses from field derivatives (V, gap in hartree; rest a.u.)
    V/t        V      f     gap    alpha      beta       gamma
 3.0000  0.12000 0.0840 0.14422    38.40    3987.9   0.4908e6
 1.7321  0.06928 0.1727 0.10583    97.19   10821.8   1.0711e6
 1.0000  0.04000 0.2764 0.08944   161.00   14489.7   0.0000e6
 0.5000  0.02000 0.3787 0.08246   205.44   10876.3  -2.3032e6
 0.0000  0.00000 0.5000 0.08000   225.00       0.0  -3.7969e6
-0.5000 -0.02000 0.6213 0.08246   205.44  -10876.3  -2.3032e6
-1.0000 -0.04000 0.7236 0.08944   161.00  -14489.7   0.0000e6
-1.7321 -0.06928 0.8273 0.10583    97.19  -10821.8   1.0711e6
Transition dipole M and dipole change D (e a0)
  V/t = 1.0: M = 2.6833, D = 2.6833
  V/t = 0.0: M = 3.0000, D = 0.0000
beta maximum found at V/t = 1.0000, f = 0.2764
beta maximum = 14489.7 a.u. = 4.6459e-49 C^3 m^3 J^-2
beta minimum found at V/t = -1.0000
gamma minimum found at V/t = 0.0000
gamma minimum = -3.79687e+06 a.u. = -2.3675e-58 C^4 m^4 J^-3
gamma maximum found at |V|/t = 1.7321
gamma maximum = 1.07108e+06 a.u.
gamma maximum / |gamma minimum| = 0.2821
gap at cyanine limit = 2.177 eV
fixed gap 0.080 hartree: beta maximum at m = 0.5774, f = 0.2113
fixed gap: beta maximum = 19485.6 a.u.
Cyanine limit in field F = 0.002 a.u., induced dipole (e a0):
  diagonalization  0.445021
  linear term      0.450000
  through cubic    0.444938
largest scaled deviation of formulas = 1.7e-11
```
